# Signal-idler correlation of photon pairs in K equally squeezed modes: test program

```python
"""
Result under test: a pulsed source of photon pairs in K equally squeezed
Schmidt modes, with mean pair number mu per pulse, has the pulse-integrated
signal-idler correlation
    g_si = <n_s n_i> / (<n_s><n_i>) = 1 + 1/K + 1/mu .
Symbols: n_s, n_i  signal and idler photon numbers in one pulse (all modes)
         r         squeezing parameter of one mode pair
         m = mu/K = sinh(r)^2   mean pair number of one mode pair
         eta_s, eta_i  total efficiencies after the source
Also tested: autocorrelation, loss, unequal squeezing, time-resolved value,
background, threshold detectors, and loss during generation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.signal import convolve2d
from scipy.sparse import csr_matrix, identity, kron
from scipy.sparse.linalg import expm_multiply
from scipy.stats import binom, poisson


def g_formula(K, mu):
    return 1 + 1 / K + 1 / mu


def single_pair_mode(m, dim):
    """Joint photon-number distribution from Fock-space evolution of vacuum."""
    r = np.arcsinh(np.sqrt(m))
    low = csr_matrix(np.diag(np.sqrt(np.arange(1, dim)), 1))
    one = identity(dim, format="csr")
    a, b = kron(low, one, format="csr"), kron(one, low, format="csr")
    vacuum = np.zeros(dim * dim)
    vacuum[0] = 1.0
    psi = expm_multiply(r * (a.T @ b.T - a @ b), vacuum)
    return psi.reshape(dim, dim) ** 2


def many_modes(single, K):
    joint = single
    for _ in range(K - 1):
        joint = convolve2d(joint, single)
    return joint


def cross_correlation(joint):
    ns, ni = np.arange(joint.shape[0]), np.arange(joint.shape[1])
    return (ns @ joint @ ni) / ((ns @ joint.sum(1)) * (ni @ joint.sum(0)))


def auto_correlation(joint):
    n, p = np.arange(joint.shape[0]), joint.sum(1)
    return (n * (n - 1)) @ p / (n @ p) ** 2


def with_loss(joint, eta_s, eta_i):
    n = np.arange(joint.shape[0])
    loss_s = binom.pmf(n[:, None], n[None, :], eta_s)
    loss_i = binom.pmf(n[:, None], n[None, :], eta_i)
    return loss_s @ joint @ loss_i.T


# Main result and single-mode number law, from the Fock-space state
largest_error = 0.0
for K, mu_test in [(1, 0.2), (2, 0.5), (3, 0.3), (4, 0.05)]:
    m = mu_test / K
    single = single_pair_mode(m, 22)
    n = np.arange(22)
    assert np.allclose(single, np.diag(m**n / (1 + m) ** (n + 1)), atol=1e-9)
    assert np.isclose(n @ single @ n, 2 * m**2 + m, rtol=1e-8)
    joint = many_modes(single, K)
    g_direct = cross_correlation(joint)
    largest_error = max(largest_error, abs(g_direct / g_formula(K, mu_test) - 1))
    assert np.isclose(auto_correlation(joint), 1 + 1 / K, rtol=1e-7)
assert largest_error < 1e-8


# Coupled bins with an arbitrary joint amplitude: linear Heisenberg evolution
def gaussian_moments(F):
    ns, ni = F.shape
    gen = np.block([[np.zeros((ns, ns)), F],
                    [F.conj().T, np.zeros((ni, ni))]])
    U = expm(gen)
    C, S, T = U[:ns, :ns], U[:ns, ns:], U[ns:, :ns]
    return (abs(S)**2).sum(1), (abs(T)**2).sum(1), C @ T.conj().T


def g_integrated(F):
    Ns, Ni, M = gaussian_moments(F)
    return 1 + (abs(M)**2).sum() / (Ns.sum() * Ni.sum())


rng = np.random.default_rng(7)
F_random = 0.15 * (rng.normal(size=(8, 6)) + 1j * rng.normal(size=(8, 6)))
occ = np.sinh(np.linalg.svd(F_random, compute_uv=False)) ** 2
K_random = occ.sum() ** 2 / (occ**2).sum()
assert np.isclose(g_integrated(F_random), g_formula(K_random, occ.sum()), rtol=1e-9)

# Example inputs (material and waveguide values are rough typical ones)
mu, K = 0.05, 4
eta_s, eta_i = 0.10, 0.08
rep_rate, pulse = 50e6, 10e-12
wl_pump, wl_signal = 1550e-9, 1540e-9
wl_idler = 1 / (2 / wl_pump - 1 / wl_signal)
length, area = 1e-2, 0.1e-12
n2, beta = 5e-18, 5e-12
loss_db_cm = 2.0
sigma_fc = 1.45e-21
background, dark_rate, gate = 5e-4, 100.0, 1e-9
temperature = 300.0
m = mu / K
r = np.arcsinh(np.sqrt(m))
g_ideal = g_formula(K, mu)

# Time-resolved correlation with real Schmidt functions shared by both arms
t = np.linspace(-4.5, 4.5, 60)
raw = np.stack([t**k * np.exp(-t**2 / 2) for k in range(K)], axis=1)
modes, _ = np.linalg.qr(raw)
F_equal = r * modes @ modes.T
Ns, Ni, M = gaussian_moments(F_equal)
bright = Ns > 1e-3 * Ns.max()
g_equal_time = 1 + (abs(np.diag(M))**2 / (Ns * Ni))[bright]
assert np.allclose(g_equal_time, 2 + K / mu, rtol=1e-7)
assert np.isclose(g_integrated(F_equal), g_ideal, rtol=1e-9)

# Loss after the source, threshold detectors, background
joint = many_modes(single_pair_mode(m, 12), K)
detected = with_loss(joint, eta_s, eta_i)
assert np.isclose(cross_correlation(detected), g_ideal, rtol=1e-8)
click_s = 1 - detected[0].sum()
click_i = 1 - detected[:, 0].sum()
click_both = detected[1:, 1:].sum()
g_click = click_both / (click_s * click_i)


def no_click(x):
    return (1 + m * (1 - x)) ** (-K)


q_s, q_i = no_click(1 - eta_s), no_click(1 - eta_i)
q_both = no_click((1 - eta_s) * (1 - eta_i))
assert np.isclose(g_click, (1 - q_s - q_i + q_both) / ((1 - q_s) * (1 - q_i)),
                  rtol=1e-7)
dark = dark_rate * gate
b_s, b_i = background + dark / eta_s, background + dark / eta_i
noise = np.outer(poisson.pmf(np.arange(8), b_s), poisson.pmf(np.arange(8), b_i))
g_noise = cross_correlation(convolve2d(joint, noise))
assert np.isclose(g_noise, 1 + (g_ideal - 1) / ((1 + b_s / mu) * (1 + b_i / mu)),
                  rtol=1e-8)

# Unequal squeezing: geometric Schmidt spectrum with Schmidt number K
q = (K - 1) / (K + 1)
weights = (1 - q) * q ** np.arange(200)
assert np.isclose(1 / (weights**2).sum(), K, rtol=1e-10)
gain = brentq(lambda R: (np.sinh(R * np.sqrt(weights))**2).sum() - mu, 1e-3, 2)
occ = np.sinh(gain * np.sqrt(weights)) ** 2
K_eff = mu**2 / (occ**2).sum()
g_unequal = g_integrated(np.diag(gain * np.sqrt(weights[:60])))
assert np.isclose(g_unequal, g_formula(K_eff, mu), rtol=1e-7)

# Loss during generation: pump power P, occupation n, pair amplitude M
gamma = 2 * np.pi * n2 / (wl_pump * area)
alpha = loss_db_cm * 100 * np.log(10) / 10


def lossy_source(power, photon_loss, pump_loss, tpa):
    def slope(z, y):
        P, n, M = y
        kappa = gamma * P
        a = photon_loss + 2 * tpa * P / area
        return [-pump_loss * P - tpa * P**2 / area,
                2 * kappa * M - a * n, kappa * (2 * n + 1) - a * M]
    sol = solve_ivp(slope, (0, length), [power, 0, 0], rtol=1e-9, atol=1e-13)
    return sol.y[1, -1], sol.y[2, -1]


power_ideal = r / (gamma * length)
n_out, M_out = lossy_source(power_ideal, 0, 0, 0)
assert np.isclose(n_out, m, rtol=1e-6)

# Independent check by a Lindblad equation in Fock space, constant pump
dim = 6
low = csr_matrix(np.diag(np.sqrt(np.arange(1, dim)), 1))
one = identity(dim, format="csr")
a, b = kron(low, one, format="csr"), kron(one, low, format="csr")
big = identity(dim * dim, format="csr")
G = r * (a.T @ b.T - a @ b)
liouville = kron(G, big) - kron(big, G.T)
for c in (a, b):
    num = c.T @ c
    liouville = liouville + alpha * length * (
        kron(c, c) - 0.5 * kron(num, big) - 0.5 * kron(big, num.T))
rho = np.zeros(dim**4)
rho[0] = 1.0
rho = expm_multiply(csr_matrix(liouville), rho).reshape(dim**2, dim**2)
p_lossy = np.diag(rho).reshape(dim, dim)
n_out, M_out = lossy_source(power_ideal, alpha, 0, 0)
assert np.isclose(np.arange(dim) @ p_lossy.sum(1), n_out, rtol=1e-5)
assert np.isclose(cross_correlation(p_lossy), 1 + M_out**2 / n_out**2, rtol=1e-5)

power_lossy = brentq(lambda P: K * lossy_source(P, alpha, alpha, beta)[0] - mu,
                     0.5 * power_ideal, 4 * power_ideal)
n_out, M_out = lossy_source(power_lossy, alpha, alpha, beta)
g_lossy = 1 + M_out**2 / (K * n_out**2)
paired = (M_out**2 - n_out**2) / n_out

# Smaller effects in silicon
photon_energy = const.h * const.c / wl_pump
intensity = power_lossy / area
carriers = beta * intensity**2 * pulse / (2 * photon_energy)
thermal = 1 / np.expm1(photon_energy / (const.k * temperature))

print(f"largest relative error of formula in tests: {largest_error:.1e}")
print(f"mean pair number mu: {mu:.3f} per pulse")
print(f"number of Schmidt modes K: {K}")
print(f"pairs per mode m: {m:.4f}")
print(f"squeezing parameter r: {r:.4f}")
print(f"thermal term 1/K: {1/K:.3f}")
print(f"pair term 1/mu: {1/mu:.3f}")
print(f"ideal g_si: {g_ideal:.3f}")
print(f"signal autocorrelation from Fock state: {auto_correlation(joint):.4f}")
print(f"g_si after loss from Fock state: {cross_correlation(detected):.3f}")
print(f"equal-time g_si inside pulse: {g_equal_time.mean():.2f}")
for K_t, mu_t in [(1, 0.05), (100, 0.05), (4, 0.01), (4, 0.5)]:
    print(f"g_si for K={K_t}, mu={mu_t}: {g_formula(K_t, mu_t):.3f}")
print(f"efficiencies signal, idler: {eta_s:.2f}, {eta_i:.2f}")
print(f"repetition rate: {rep_rate/1e6:.0f} MHz")
print(f"signal click rate: {rep_rate*click_s/1e3:.1f} kHz")
print(f"idler click rate: {rep_rate*click_i/1e3:.1f} kHz")
print(f"same-pulse coincidence rate: {rep_rate*click_both:.0f} Hz")
print(f"different-pulse coincidence rate: {rep_rate*click_s*click_i:.0f} Hz")
print(f"g_si with threshold detectors: {g_click:.3f}")
print(f"background photons per arm and pulse at source: {background:.1e}")
print(f"dark rate: {dark_rate:.0f} Hz, gate: {gate*1e9:.0f} ns")
print(f"dark counts per gate: {dark:.1e}")
print(f"g_si with background and dark counts: {g_noise:.3f}")
print(f"K_eff for geometric spectrum, Schmidt number {K}: {K_eff:.3f}")
print(f"g_si for geometric spectrum: {g_unequal:.3f}")
print(f"pump, signal, idler wavelengths: {wl_pump*1e9:.1f}, "
      f"{wl_signal*1e9:.1f}, {wl_idler*1e9:.1f} nm")
print(f"pulse duration: {pulse*1e12:.0f} ps")
print(f"waveguide length: {length*100:.1f} cm")
print(f"effective area: {area*1e12:.2f} um2")
print(f"Kerr index n2: {n2*1e4:.1e} cm2/W")
print(f"two-photon absorption coefficient: {beta*1e11:.2f} cm/GW")
print(f"nonlinear parameter gamma: {gamma:.0f} 1/(W m)")
print(f"propagation loss: {loss_db_cm:.1f} dB/cm")
print(f"peak pump power without loss: {power_ideal*1e3:.1f} mW")
print(f"peak pump power with loss, same output mu: {power_lossy*1e3:.1f} mW")
print(f"linear loss exponent over waveguide: {alpha*length:.3f}")
print(f"cross two-photon loss exponent at input power: "
      f"{2*beta*intensity*length:.3f}")
print(f"pairing factor p with loss in waveguide: {paired:.3f}")
print(f"g_si with loss in waveguide, same output mu: {g_lossy:.3f}")
print(f"free carriers per pulse: {carriers*1e-6:.1e} cm^-3")
print(f"free-carrier cross-section: {sigma_fc*1e4:.2e} cm2")
print(f"free-carrier loss exponent: {sigma_fc*carriers*length:.1e}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal photons per mode at pump wavelength: {thermal:.1e}")
print("no test failed")
```

It prints:

```
largest relative error of formula in tests: 3.4e-14
mean pair number mu: 0.050 per pulse
number of Schmidt modes K: 4
pairs per mode m: 0.0125
squeezing parameter r: 0.1116
thermal term 1/K: 0.250
pair term 1/mu: 20.000
ideal g_si: 21.250
signal autocorrelation from Fock state: 1.2500
g_si after loss from Fock state: 21.250
equal-time g_si inside pulse: 82.00
g_si for K=1, mu=0.05: 22.000
g_si for K=100, mu=0.05: 21.010
g_si for K=4, mu=0.01: 101.250
g_si for K=4, mu=0.5: 3.250
efficiencies signal, idler: 0.10, 0.08
repetition rate: 50 MHz
signal click rate: 249.2 kHz
idler click rate: 199.5 kHz
same-pulse coincidence rate: 21023 Hz
different-pulse coincidence rate: 994 Hz
g_si with threshold detectors: 21.142
background photons per arm and pulse at source: 5.0e-04
dark rate: 100 Hz, gate: 1 ns
dark counts per gate: 1.0e-07
g_si with background and dark counts: 20.850
K_eff for geometric spectrum, Schmidt number 4: 3.990
g_si for geometric spectrum: 21.251
pump, signal, idler wavelengths: 1550.0, 1540.0, 1560.1 nm
pulse duration: 10 ps
waveguide length: 1.0 cm
effective area: 0.10 um2
Kerr index n2: 5.0e-14 cm2/W
two-photon absorption coefficient: 0.50 cm/GW
nonlinear parameter gamma: 203 1/(W m)
propagation loss: 2.0 dB/cm
peak pump power without loss: 55.0 mW
peak pump power with loss, same output mu: 83.6 mW
linear loss exponent over waveguide: 0.461
cross two-photon loss exponent at input power: 0.084
pairing factor p with loss in waveguide: 0.836
g_si with loss in waveguide, same output mu: 17.976
free carriers per pulse: 1.4e+14 cm^-3
free-carrier cross-section: 1.45e-17 cm2
free-carrier loss exponent: 2.0e-03
temperature: 300 K
thermal photons per mode at pump wavelength: 3.7e-14
no test failed
```
